# How Many Pixels an Optimal Lithography Source Needs, part 1

(Sections cited here and not found follow in the second part.)

## 1. The bound and its proof

### The physical situation

A projection scanner with a pixelated illuminator can send light onto the mask from several hundred directions, each with its own adjustable weight. When the weights are optimized for a fixed mask by linear programming, the solver may return a source in which a handful of pixels carry all the light. An engineer who receives such a source needs to know whether the sparsity comes from the optics, the pixel grid or the form of the optimization problem, and whether a smoother source would do as well.

The answer is a counting rule. If a linear program with nonnegative pixel weights has an optimum, then some optimal source lights no more pixels than there are constraints other than nonnegativity. The rule concerns some optimal source; others may light many more pixels. It holds for any pixel grid.

### Why the program is linear

Let the source have $N$ pixels with weights $s_j\ge 0$. Light from pixel $j$ alone produces the complex field $E_j(x)$ at the wafer when its weight is one. The pixels are mutually incoherent, so each carries an independent random phase $\theta_j$, and the total field is

$$U(x)=\sum_j \sqrt{s_j}\,e^{i\theta_j}E_j(x).$$

The recorded intensity is the average of $|U|^2$ over the phases:

$$I(x)=\sum_{j,k}\sqrt{s_js_k}\,E_j(x)E_k^*(x)\,\big\langle e^{i(\theta_j-\theta_k)}\big\rangle .$$

The average is one for $j=k$ and zero for $j\ne k$. Hence

$$I(x)=\sum_j s_j I_j(x),\qquad I_j(x)=|E_j(x)|^2. \tag{1}$$

The intensity from one pixel is quadratic in the mask transmission, but the mask is fixed here. The intensity at any point, at any focus setting, is therefore linear in the weights. So is its derivative, $I'(x)=\sum_j s_jI_j'(x)$, and so is the total source power $\sum_j s_j$.

For a mask periodic in $x$ with period $p$, write its diffraction amplitudes as $a_n$. The pixel position $(\sigma_x,\sigma_y)$ is measured in units of the numerical aperture NA. Diffraction order $n$ then crosses the pupil at

$$\rho_{n}=\left(\sigma_x+\frac{n\lambda}{p\,\mathrm{NA}},\ \sigma_y\right),$$

and passes if $|\rho_n|\le 1$. With defocus $z$ in an immersion liquid of index $n_w$, the scalar thin-mask field is

$$E_j(x)=\sum_{|\rho_n|\le1}a_n\,e^{i\phi_n}e^{2\pi i n x/p},\qquad
\phi_n=\frac{2\pi n_w z}{\lambda}\sqrt{1-\left(\frac{\mathrm{NA}\,|\rho_n|}{n_w}\right)^2}. \tag{2}$$

The common tilt factor of the incident wave has been dropped because its modulus is one and it cancels in $|E_j|^2$. Pupil transmission is taken as uniform, and radiometric factors are omitted. These approximations affect the numbers in the program. They do not affect its linearity, which rests on equation (1).

Some care is needed with the figure of merit. The normalized image log-slope at an edge of a feature of width $W$ is $W|I'|/I$, a ratio of two linear functions once the sign of the slope at that edge is fixed. It becomes linear in two cases:

- If an equality row pins the edge intensity to the threshold $I_T$, the log-slope is $W|I'|/I_T$.
- If a minimum $\kappa$ is required, the condition $W|I'|/I\ge\kappa$ can be multiplied by $I>0$. With the expected sign of the slope, it becomes the linear row $W|I'|-\kappa I\ge0$.

Maximizing an unpinned ratio directly is not a linear program in the weights, and the proof below does not cover it without further work.

### The exact statement

Consider

$$\min_s\ c\cdot s\quad\text{subject to}\quad Es=e,\quad As\le b,\quad s\ge0, \tag{3}$$

where the equalities and inequalities together make $m$ rows. A maximization is included by changing the sign of $c$. Call an inequality row tight if it holds with equality, and count every equality row as tight.

If (3) has an optimum, there is an optimal source for which

$$\text{number of lit pixels}\le\text{number of tight rows}\le m. \tag{4}$$

The existence of an optimum has to be established separately. The program may be infeasible, for example when two edge requirements contradict each other. It may also be unbounded, for example when a slope is maximized with nothing to limit the dose. A convenient sufficient condition is that at least one source satisfies the rows and that a row $\sum_js_j\le P$ limits the power. The feasible set is then nonempty, closed and bounded, and a continuous objective attains its optimum on it.

### Proof by thinning out a source

The proof is constructive and can be used as a post-processing step. Give each inequality a slack variable $r_i\ge0$, defined by $r_i=b_i-(As)_i$. Collect the weights and slacks in one vector $x=(s,r)$. The rows become

$$Mx=h,\qquad x\ge0,\qquad
M=\begin{pmatrix}E&0\\A&\mathbf 1\end{pmatrix},\qquad h=\begin{pmatrix}e\\b\end{pmatrix}. \tag{5}$$

Extend $c$ by zeros for the slacks, so that the objective is still $c\cdot x$.

Start from any optimal $x$. Let $S$ be the set of its positive entries, and let $M_S$ contain the corresponding columns of $M$. Suppose these columns are linearly dependent. Then there is a vector $v\ne0$, zero outside $S$, with

$$Mv=0. \tag{6}$$

For a sufficiently small $\varepsilon>0$, both $x+\varepsilon v$ and $x-\varepsilon v$ are feasible. The rows hold because $M(x\pm\varepsilon v)=h$. Nonnegativity holds because $v$ changes only entries that are strictly positive. The two objectives are $c\cdot x\pm\varepsilon\,c\cdot v$. If $c\cdot v$ were nonzero, one of them would be lower than the optimum. Therefore

$$c\cdot v=0. \tag{7}$$

This is where optimality enters: an optimal source can be moved along $v$ without loss.

Since $v\ne0$, either $v$ or $-v$ has a negative entry. Choose the sign so that $v$ does, and take the step

$$\varepsilon=\min_{j:\,v_j<0}\frac{x_j}{|v_j|}. \tag{8}$$

Every entry with $v_j<0$ remains nonnegative, because $x_j-\varepsilon|v_j|\ge0$. The entry that attains the minimum becomes zero. Entries outside $S$ stay zero. The new $x$ satisfies the same rows, has the same objective by (7), and has at least one positive entry fewer.

Each step either darkens a pixel or makes a slack row tight. Because the number of positive entries is finite and falls at every step, the process ends, and it ends when the columns of $M_S$ are independent. The number of independent columns cannot exceed the rank of $M$, so

$$(\text{lit pixels})+(\text{slack rows})\le\operatorname{rank}M\le m. \tag{9}$$

Subtracting the number of slack rows from both sides gives (4), because $m$ minus the slack rows is the number of tight rows. This completes the proof.

The physical content is that each pixel contributes a column of numbers, one for each requirement placed on the image. Once more pixels are lit than there are independent requirements, light can be exchanged among them without any requirement noticing. At an optimum the objective cannot notice either, so the exchange can continue until a pixel is dark or a slack requirement becomes tight.

Two consequences are useful when rows are counted:

- A two-sided tolerance, such as an edge intensity between 95 % and 105 % of threshold, contributes two rows to $m$. Both cannot be tight at once, so it contributes at most one to the sharper bound.
- A program with thousands of image sampling points may have $m>N$. The bound by $m$ then says nothing, but the bound by tight rows may still be informative.

### Maximizing the worst slope

One possible objective is to maximize the smallest of several edge slopes. Let $G_{ij}$ be the contribution of pixel $j$ to slope $i$. One introduces a variable $t$ of either sign and solves

$$\max_{s,t}\ t\quad\text{subject to}\quad t-\sum_jG_{ij}s_j\le0\ \text{for every }i, \tag{10}$$

together with the other rows. At the optimum, $t$ equals the worst slope. The variable $t$ is not a pixel, and it lowers the bound by one.

To see this, write the rows as $Mx+gt=h$, where $g$ is the column of $t$. Thin out an optimal solution as before while holding $t$ fixed. The objective is $t$ itself, so it is unchanged, and the process ends with independent columns $M_S$.

Suppose now that $g$ were a combination of these columns. Then there would be a vector $q$, zero outside $S$, with $Mq=-g$. For small $\varepsilon>0$ the pair $(x+\varepsilon q,\ t+\varepsilon)$ would satisfy

$$M(x+\varepsilon q)+g(t+\varepsilon)=h-\varepsilon g+\varepsilon g=h,$$

and $x+\varepsilon q$ would still be nonnegative. The worst slope could be raised, which contradicts optimality. So $g$ is independent of the columns of $M_S$, and all these columns together number at most $m$:

$$(\text{lit pixels})+(\text{slack rows})+1\le m,\qquad \text{lit pixels}\le\text{tight rows}-1. \tag{11}$$

### Pixel caps

An illuminator may limit the weight of each pixel to $s_j\le u$, with $u>0$. These $N$ caps are constraints other than nonnegativity. If they are included in the count, the bound by the total number of rows exceeds $N$ and is empty. A useful statement remains for the partly lit pixels, those with $0<s_j<u$.

Write each cap as $s_j+q_j=u$ with $q_j\ge0$. There are now $m+N$ rows, where $m$ counts the rows other than caps. At least one of $s_j$ and $q_j$ is positive for every pixel, and both are positive for a partly lit pixel. The number of positive cap and pixel variables is therefore $N$ plus the number of partly lit pixels. Inequality (9) gives

$$N+(\text{partly lit})+(\text{slack rows})\le m+N,$$

where the slack rows are those among the $m$. Hence

$$\text{partly lit pixels}\le m-(\text{slack rows})\le m. \tag{12}$$

When $t$ is maximized, the right-hand sides fall by one. Some optimal capped source is thus nearly binary: apart from a few pixels, each is dark or at its cap.

### When the bound is reached, and when it fails

The bound cannot be improved without more information about the rows. Take $m$ equality rows $Es=e$ with the rows of $E$ linearly independent, so that the attainable targets fill a region of nonzero volume. A source with fewer than $m$ lit pixels can produce only those vectors $e$ that lie in the span of fewer than $m$ columns. There are finitely many such spans, and each has zero volume in the $m$-dimensional space of targets. For a generic attainable target, every feasible source therefore needs at least $m$ pixels.

This was tested on 20 small programs with three equality rows, seven pixels and random positive coefficients. In each case the lowest cost found by enumerating all sources with three pixels agreed with the solver's optimum over all seven. No pair of pixels satisfied the rows; the smallest residual over all pairs and cases was $2.4\times10^{-4}$, with coefficients between 0.1 and 1.

The bound depends on the objective being linear. Suppose a smoothing term is used instead, and $\sum_js_j^2$ is minimized subject to the single row $\sum_js_j=1$. Writing $s_j=1/N+\delta_j$ with $\sum_j\delta_j=0$ gives

$$\sum_js_j^2=\frac1N+\frac2N\sum_j\delta_j+\sum_j\delta_j^2=\frac1N+\sum_j\delta_j^2.$$

The unique optimum has $\delta_j=0$, so one row leads to $N$ lit pixels. In the proof, equation (7) is the step that fails to carry over: a quadratic objective can rise in both directions along $v$.

## 2. A worked source and its use

### Symbols and results carried over

The source has $N$ pixels with weights $s_j\ge0$ at positions $(\sigma_x,\sigma_y)$ in units of NA. The image is $I(x)=\sum_js_jI_j(x)$. The program has $m$ rows besides nonnegativity, and a row is tight if it holds with equality. Some optimal source lights at most as many pixels as there are tight rows. If the objective is a free variable $t$, the worst slope, the bound is one lower. An optimal source is thinned by moving along a vector $v$ that leaves all rows unchanged, until a pixel becomes dark or a slack row becomes tight.

### The imaging task

Bright spaces of width $W=45$ nm are printed at pitches of 90, 130 and 240 nm. The wavelength is 193 nm, NA is 1.35, and the immersion water has index 1.44. The mask is an attenuated phase-shift mask: its openings transmit amplitude 1 and its background transmits $\beta=-\sqrt{0.06}=-0.245$. All lengths are at wafer scale. For an opening $d$ centred in the period, the diffraction amplitudes are

$$a_n=\frac1p\int_{-p/2}^{p/2}T(x)e^{-2\pi inx/p}dx
=(1-\beta)\frac{\sin(\pi nd/p)}{\pi n}+\beta\,\delta_{n0}, \tag{13}$$

where $T(x)$ is the mask transmission and the fraction is read as $d/p$ for $n=0$.

The reference is an annular source between radii 0.70 and 0.95, with total weight one. A clear field then has intensity one. The 90 nm pitch has a 45 nm opening, which sets the threshold $I_T=0.1971$. The openings at the other pitches, 49.51 and 57.95 nm, were chosen so that the annular source prints 45 nm spaces at the same threshold. These openings and the threshold stay fixed during source optimization.

The worst-slope program has 13 rows:

- three equalities, which pin the in-focus edge intensity to $I_T$ at each pitch;
- nine slope rows, for one edge in focus and both edges at 40 nm defocus at each pitch;
- one row limiting the total weight to 1.2.

Each slope is $W$ times the derivative of intensity toward the bright side, divided by $I_T$. In focus this is the normalized image log-slope. At defocus the edge intensity is not pinned, so it is a slope in threshold units. The annular source satisfies all rows and the power is limited, so an optimum exists.

We have shown that, whenever an optimum exists, some optimal source lights no more pixels than there are tight rows, and one fewer when the worst slope is maximized. It remains to solve the 13-row example, compare its source with this bound, and see what changes when symmetry, pixel caps or a more realistic exposure are considered.
